# Voltage and Peak Temperature in a Diffusive Metal Constriction: a program that tests the result

```python
"""
Result under test (Kohlrausch relation): in a diffusive conductor of any shape,
with both ends at temperature T0 and potentials 0 and V, insulated sides and
thermal conductivity kappa = L*sigma*T,
    T^2 = T0^2 + phi*(V - phi)/L,    Tmax^2 = T0^2 + V^2/(4 L).
phi: local potential, sigma: electrical conductivity, rho = 1/sigma,
L: Lorenz number. SI units are used internally.
Independent checks: finite volumes in a two-metal slot, and boundary-value
solutions for a circular orifice of radius a with rho proportional to T.
"""
import numpy as np
from scipy.constants import k as k_B, e as q_e, zero_Celsius
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

# ---------- inputs: platinum-like contact spot, rough typical values ----------
T0 = 300.0               # K, both contact bodies
V = 0.1                  # V
radius = 500e-9          # m
rho0 = 11e-8             # ohm m at T0
mean_free_path = 10e-9   # m
kappa_lattice0 = 5.0     # W/(m K) at T0, taken as proportional to 1/T
seebeck0 = -5e-6         # V/K at T0, taken as proportional to T
kappa_oxide = 1.4        # W/(m K), surrounding oxide
body_resistance = 50.0   # K/W from each contact body to ambient
electron_phonon = 2.5e17  # W/(m^3 K)

# ---------- Lorenz number from the Fermi-function integral ----------
lorenz_integral = quad(lambda x: x**2 / (4*np.cosh(x/2)**2), -40, 40,
                       points=[0], limit=200)[0]
assert abs(lorenz_integral - np.pi**2/3) < 1e-8
L = np.pi**2/3 * (k_B/q_e)**2


def peak_temperature(voltage, bath=T0, lorenz=L):
    return np.sqrt(bath**2 + voltage**2/(4*lorenz))


Tmax = peak_temperature(V)


# ---------- finite volumes: off-centre slot joining two metals ----------
def slot_solution(n):
    """Strip of size 2 x 1 with n cells per unit length; returns fields."""
    nx, ny = 2*n, n
    x, y = np.meshgrid((np.arange(nx) + 0.5)/n, (np.arange(ny) + 0.5)/n,
                       indexing="ij")
    wall = (x > 0.9) & (x < 1.1) & ~((y > 0.3) & (y < 0.5))
    solid = ~wall
    index = -np.ones((nx, ny), dtype=int)
    count = int(solid.sum())
    index[solid] = np.arange(count)
    pair_x = solid[:-1, :] & solid[1:, :]
    pair_y = solid[:, :-1] & solid[:, 1:]
    i = np.concatenate([index[:-1, :][pair_x], index[:, :-1][pair_y]])
    j = np.concatenate([index[1:, :][pair_x], index[:, 1:][pair_y]])
    left, right = index[0, :], index[-1, :]
    xs = x[solid]
    first_metal = xs < 0.95

    def solve(coefficient, source, left_value, right_value):
        g = 2*coefficient[i]*coefficient[j]/(coefficient[i] + coefficient[j])
        diagonal = np.zeros(count)
        np.add.at(diagonal, i, g)
        np.add.at(diagonal, j, g)
        rhs = source.copy()
        for cells, value in ((left, left_value), (right, right_value)):
            diagonal[cells] += 2*coefficient[cells]
            rhs[cells] += 2*coefficient[cells]*value
        every = np.arange(count)
        matrix = coo_matrix((np.concatenate([diagonal, -g, -g]),
                             (np.concatenate([every, i, j]),
                              np.concatenate([every, j, i]))),
                            shape=(count, count)).tocsc()
        return spsolve(matrix, rhs), g

    T = np.full(count, T0)
    change = np.inf
    for _ in range(100):
        sigma = np.where(first_metal, T0/T, np.sqrt(T0/T)/3)
        phi, g = solve(sigma, np.zeros(count), 0.0, V)
        current = g*(phi[i] - phi[j])
        heat = np.zeros(count)
        np.add.at(heat, i, current**2/(2*sigma[i]))
        np.add.at(heat, j, current**2/(2*sigma[j]))
        heat[left] += 2*sigma[left]*phi[left]**2
        heat[right] += 2*sigma[right]*(V - phi[right])**2
        T_new, _ = solve(L*sigma*T, heat, T0, T0)
        change = np.max(np.abs(T_new - T))
        T = T_new
        if change < 1e-7:
            break
    assert change < 1e-7
    return xs, phi, T


slot = {}
for n in (20, 60):
    xs, phi, T = slot_solution(n)
    hottest = np.argmax(T)
    field_error = np.max(np.abs(T - np.sqrt(T0**2 + phi*(V - phi)/L)))
    slot[n] = (T[hottest], phi[hottest]/V, xs[hottest], field_error)
assert abs(slot[60][0] - Tmax) < 1.0      # finite cell size
assert slot[60][3] < 1.0                  # finite cell size
assert slot[60][3] < slot[20][3]
assert abs(slot[60][1] - 0.5) < 0.05


# ---------- cold circular orifice: potential shape and resistance ----------
def chi(r, z):
    """Spheroidal angle for unit radius, z >= 0."""
    s = r*r + z*z - 1
    return np.arctan(np.sqrt((s + np.sqrt(s*s + 4*z*z))/2))


h = 1e-3
for r, z in ((0.5, 0.7), (1.3, 0.6), (2.0, 1.5)):
    d_rr = (chi(r+h, z) - 2*chi(r, z) + chi(r-h, z))/h**2
    d_zz = (chi(r, z+h) - 2*chi(r, z) + chi(r, z-h))/h**2
    d_r = (chi(r+h, z) - chi(r-h, z))/(2*h)
    assert abs(d_rr + d_r/r + d_zz) < 1e-4
assert abs(chi(1.5, 1e-4) - chi(1.5, 0.0))/1e-4 < 1e-3   # insulating plane
assert abs(chi(0.6, 0.0)) < 1e-6                         # equipotential disc


def hemisphere_flux(theta, R=3.0):
    s, c = np.sin(theta), np.cos(theta)
    slope = (chi((R+h)*s, (R+h)*c) - chi((R-h)*s, (R-h)*c))/(2*h)
    return 2*np.pi*R**2*s*slope


flux = quad(hemisphere_flux, 0, np.pi/2)[0]
R0 = rho0/(2*radius)
R0_from_flux = np.pi*rho0/(radius*flux)   # chi changes by pi in total
assert abs(R0_from_flux/R0 - 1) < 1e-4


# ---------- hot circular orifice, rho proportional to T ----------
def orifice_solution(voltage, lattice):
    """x = chi/pi + 1/2; unknowns phi/V, I*R0/V, T/T0, scaled heat flow."""
    electronic = L*T0**2/voltage**2
    extra = lattice*rho0*T0/voltage**2

    def equations(x, y):
        f, current, t, q = y
        return np.vstack([current*t, 0*x, q/(electronic + extra/t),
                          -current**2*t])

    def ends(a, b):
        return np.array([a[0], b[0] - 1, a[2] - 1, b[2] - 1])

    x = np.linspace(0, 1, 81)
    rise = peak_temperature(voltage)/T0 - 1
    guess = np.vstack([x, 0*x + 0.8, 1 + 4*rise*x*(1-x),
                       electronic*4*rise*(1 - 2*x)])
    result = solve_bvp(equations, ends, x, guess, tol=1e-8, max_nodes=20000)
    assert result.success
    return result.sol


def orifice_angle(voltage):
    return np.arctan(voltage/(2*np.sqrt(L)*T0))


x_test = np.linspace(0, 1, 101)
for voltage in (V, 0.3):
    solution = orifice_solution(voltage, 0.0)(x_test)
    alpha = orifice_angle(voltage)
    profile = peak_temperature(voltage)*np.cos(2*alpha*(x_test - 0.5))
    assert np.max(np.abs(T0*solution[2] - profile)) < 1e-2
    assert abs(1/solution[1, 50] - np.tan(alpha)/alpha) < 1e-5
    if voltage == V:
        T_orifice = T0*solution[2].max()
alpha = orifice_angle(V)
resistance_ratio = np.tan(alpha)/alpha
R_hot = R0*resistance_ratio
current = V/R_hot
power = V*current

# ---------- neglected effect: lattice heat conduction ----------
T_lattice = brentq(lambda T: L*(T**2 - T0**2)/2
                   + kappa_lattice0*rho0*(T - T0) - V**2/8, T0, 1000)
T_lattice_bvp = T0*orifice_solution(V, kappa_lattice0)(0.5)[2]
assert abs(T_lattice - T_lattice_bvp) < 1e-2
assert Tmax - T_lattice > 1.0

# ---------- neglected effect: thermopower ----------
A = L*T0**2/V**2


def thermo_profile(x, seebeck):
    b = seebeck*T0/(V*A)
    return T0*np.sqrt(1 + 2/(A*b)*(np.expm1(-b*x)/np.expm1(-b) - x))


def thermo_bvp(seebeck):
    c = seebeck*T0/V
    x = np.linspace(0, 1, 81)
    guess = np.vstack([np.sqrt(1 + x*(1-x)/A), (1 - 2*x)/(2*A)])
    result = solve_bvp(lambda x, y: np.vstack([y[1]/y[0], -(1 + c*y[1])/A]),
                       lambda a, b: np.array([a[0] - 1, b[0] - 1]),
                       x, guess, tol=1e-9, max_nodes=20000)
    assert result.success
    return result.sol


x_fine = np.linspace(0, 1, 200001)
thermo = thermo_profile(x_fine, seebeck0)
thermo_double = thermo_profile(x_fine, 2*seebeck0)
assert np.max(np.abs(T0*thermo_bvp(seebeck0)(x_test)[0]
                     - thermo_profile(x_test, seebeck0))) < 1e-3
thermo_shift = thermo.max() - Tmax
thermo_place = x_fine[np.argmax(thermo)]
place_double = x_fine[np.argmax(thermo_double)]
assert abs((thermo_double.max() - Tmax)/thermo_shift - 4) < 0.1
assert abs((place_double - 0.5)/(thermo_place - 0.5) - 2) < 0.05

# ---------- neglected effects: order-of-magnitude estimates ----------
one_way = quad(lambda mu: mu/2, 0, 1)[0]
mean_square = quad(lambda mu: mu**2/2, -1, 1)[0]
R_sharvin = rho0*mean_free_path*mean_square/(one_way*np.pi*radius**2)
assert abs(R_sharvin*3*np.pi*radius**2/(4*rho0*mean_free_path) - 1) < 1e-10
sharvin_ratio = R_sharvin/R0
sharvin_shift = peak_temperature(V/(1 + sharvin_ratio)) - Tmax
lorenz_shift = peak_temperature(V, lorenz=1.05*L) - Tmax
kappa_electron = L*T0/rho0
oxide_shift = -(Tmax - T0)*kappa_oxide/kappa_electron
body_rise = body_resistance*power/2
body_shift = peak_temperature(V, bath=T0 + body_rise) - Tmax
t_peak = Tmax/T0
centre_field = (V/resistance_ratio)*t_peak/(np.pi*radius)
centre_heating = centre_field**2/(rho0*t_peak)
electron_lattice_gap = centre_heating/electron_phonon

# ---------- printed numbers ----------
print(f"Lorenz integral: {lorenz_integral:.6f}")
print(f"Lorenz number L: {L:.4e} V^2/K^2")
print(f"bath temperature T0: {T0:.0f} K")
print(f"voltage V: {V:.2f} V")
print(f"T0^2: {T0**2:.0f} K^2")
print(f"V^2/(4L): {V**2/(4*L):.0f} K^2")
print(f"Tmax: {Tmax:.2f} K = {Tmax - zero_Celsius:.1f} deg C")
print(f"rise Tmax - T0: {Tmax - T0:.2f} K")
for voltage in (0.05, 0.2, 0.3):
    print(f"Tmax at {voltage:.2f} V: {peak_temperature(voltage):.1f} K")
for n in (20, 60):
    top, fraction, place, error = slot[n]
    print(f"slot, {n} cells per unit: Tmax {top:.2f} K")
    print(f"  phi/V there {fraction:.3f}, x there {place:.3f}")
    print(f"  largest field error {error:.3f} K")
print(f"slot mesh shift of Tmax: {slot[60][0] - slot[20][0]:.3f} K")
print(f"orifice solver Tmax: {T_orifice:.2f} K")
print(f"spot radius: {radius*1e9:.0f} nm")
print(f"resistivity at T0: {rho0*1e8:.1f} microohm cm")
print(f"cold resistance R0: {R0*1e3:.1f} mohm")
print(f"angle alpha: {alpha:.4f} rad")
print(f"hot/cold resistance: {resistance_ratio:.4f}")
print(f"hot resistance: {R_hot*1e3:.1f} mohm")
print(f"current: {current:.3f} A")
print(f"power: {power*1e3:.1f} mW")
for depth in (1, 5):
    T_depth = Tmax*np.cos(2*alpha*np.arctan(depth)/np.pi)
    print(f"axis temperature at depth {depth}a: {T_depth:.1f} K")
print(f"electronic kappa at T0: {kappa_electron:.1f} W/(m K)")
print(f"lattice kappa at T0: {kappa_lattice0:.1f} W/(m K)")
print(f"Tmax with lattice conduction: {T_lattice:.2f} K")
print(f"lattice shift: {T_lattice - Tmax:.2f} K")
print(f"mean free path: {mean_free_path*1e9:.0f} nm")
print(f"Sharvin/cold resistance: {sharvin_ratio:.4f}")
print(f"Sharvin shift estimate: {sharvin_shift:.2f} K")
print(f"shift if L is 5% larger: {lorenz_shift:.2f} K")
print(f"Seebeck coefficient at T0: {seebeck0*1e6:.1f} microV/K")
print(f"thermopower shift of Tmax: {thermo_shift:.4f} K")
print(f"hot surface with thermopower: {thermo_place:.4f} V_total")
print(f"oxide kappa: {kappa_oxide:.1f} W/(m K)")
print(f"oxide leak shift estimate: {oxide_shift:.2f} K")
print(f"body thermal resistance: {body_resistance:.0f} K/W each")
print(f"body warming: {body_rise:.2f} K")
print(f"shift of Tmax from it: {body_shift:.2f} K")
print(f"electron-phonon coupling: {electron_phonon:.1e} W/(m^3 K)")
print(f"Joule heating at centre: {centre_heating:.2e} W/m^3")
print(f"electron-lattice gap, at most about: "
      f"{electron_lattice_gap:.2f} K")
print("success")
```

Printed output:

```
Lorenz integral: 3.289868
Lorenz number L: 2.4430e-08 V^2/K^2
bath temperature T0: 300 K
voltage V: 0.10 V
T0^2: 90000 K^2
V^2/(4L): 102333 K^2
Tmax: 438.56 K = 165.4 deg C
rise Tmax - T0: 138.56 K
Tmax at 0.05 V: 340.0 K
Tmax at 0.20 V: 706.6 K
Tmax at 0.30 V: 1005.5 K
slot, 20 cells per unit: Tmax 438.47 K
  phi/V there 0.532, x there 1.125
  largest field error 0.590 K
slot, 60 cells per unit: Tmax 438.61 K
  phi/V there 0.499, x there 1.092
  largest field error 0.071 K
slot mesh shift of Tmax: 0.134 K
orifice solver Tmax: 438.56 K
spot radius: 500 nm
resistivity at T0: 11.0 microohm cm
cold resistance R0: 110.0 mohm
angle alpha: 0.8175 rad
hot/cold resistance: 1.3044
hot resistance: 143.5 mohm
current: 0.697 A
power: 69.7 mW
axis temperature at depth 1a: 402.4 K
axis temperature at depth 5a: 331.2 K
electronic kappa at T0: 66.6 W/(m K)
lattice kappa at T0: 5.0 W/(m K)
Tmax with lattice conduction: 431.74 K
lattice shift: -6.82 K
mean free path: 10 nm
Sharvin/cold resistance: 0.0170
Sharvin shift estimate: -3.88 K
shift if L is 5% larger: -5.59 K
Seebeck coefficient at T0: -5.0 microV/K
thermopower shift of Tmax: -0.0075 K
hot surface with thermopower: 0.5028 V_total
oxide kappa: 1.4 W/(m K)
oxide leak shift estimate: -2.91 K
body thermal resistance: 50 K/W each
body warming: 1.74 K
shift of Tmax from it: 1.19 K
electron-phonon coupling: 2.5e+17 W/(m^3 K)
Joule heating at centre: 3.17e+16 W/m^3
electron-lattice gap, at most about: 0.13 K
success
```
